# Dynamical Coulomb blockade of one channel as a Luttinger-liquid impurity

## The physical situation

A quantum point contact passes one electron channel and is wired in series with a resistor. An electron that crosses the contact must push charge through the resistor as well, and it can leave energy there. When little energy is available, such events are suppressed, and the conductance of the contact falls on cooling. This is dynamical Coulomb blockade.

An impurity in an interacting one-dimensional wire behaves similarly: repulsion makes even a weak impurity reflect more strongly at low energy. Here the electrons in the contact need not interact with each other. The question is whether a resistor can take the place of the interaction, and if so, what interaction strength it represents.

## The circuit and its assumptions

I use atomic units with $k_B=1$. Thus $\hbar=e=1$ and $h/e^2=2\pi$. Charge is counted in carriers, and voltage is the energy released per carrier.

The conductor has one spin-resolved channel and a short scatterer whose bare transmission does not depend on energy. A linear resistance $R$ is in series with it, and a capacitance $C$ lies across it. Define

$$r=\frac{R}{2\pi}=\frac{Re^2}{h},\qquad \tau=RC .$$

The electronic bandwidth is much larger than $1/\tau$. Let $Q(x,t)$ be the charge that has passed point $x$ to the right, so that the density change is $\rho=-\partial_xQ$ and the current is $j=\partial_tQ$. The scatterer is at $x=0$, and $Q$ without an argument $x$ means $Q(0,t)$.

## The free channel as a string

Adding a density $\rho_R$ of right movers with velocity $u$ raises their Fermi momentum by $2\pi\rho_R$. The energy cost per length is

$$\int_0^{2\pi\rho_R}\frac{dk}{2\pi}\,uk=\pi u\rho_R^2,$$

and likewise for left movers. Since $\rho=\rho_R+\rho_L$ and $j=u(\rho_R-\rho_L)$, the sum is $\pi u(\rho_R^2+\rho_L^2)=\frac{\pi}{2}(u\rho^2+j^2/u)$. For a linear spectrum, bosonization promotes this to the full Hamiltonian of the density fluctuations. The Lagrangian is that of a string:

$$L=\frac{\pi}{2}\int dx\left[\frac{(\partial_tQ)^2}{u}-u(\partial_xQ)^2\right].$$

A spinless Luttinger liquid has the same form with $\pi$ replaced by $\pi/K$. Free electrons have $K=1$ and repulsion gives $K<1$.

The momentum conjugate to $Q(x)$ is $\Pi=\pi\partial_tQ/u$. The operator $e^{2\pi iQ(0)}$ shifts $\Pi$ by $2\pi\delta(x)$, hence $\int j\,dx$ by $2u$, and leaves the density unchanged. That is what turning one left mover into a right mover does. The scatterer is therefore

$$U=\lambda\cos(2\pi Q),$$

where its phase has been absorbed in the origin of $Q$.

Now eliminate the string away from $x=0$. At imaginary frequency $\omega$ the solution that decays for $x>0$ is $Q_\omega e^{-|\omega|x/u}$. Its two energy terms are equal, so this half contributes

$$\frac{\pi}{2}\,\frac{2\omega^2}{u}|Q_\omega|^2\int_0^\infty dx\,e^{-2|\omega|x/u}=\frac{\pi}{2}|\omega||Q_\omega|^2 .$$

The two halves together give $\frac12(2\pi)|\omega||Q_\omega|^2$, the dissipative action of a resistance $h/e^2$. For a Luttinger liquid it is $\frac12(2\pi/K)|\omega||Q_\omega|^2$.

## Adding the resistor

A linear resistor can be represented by a semi-infinite transmission line of impedance $R$. If $q$ is the charge that has passed through it, the same elimination gives $\frac12R|\omega||q_\omega|^2$. The charge $q-Q$ sits on the capacitor and costs $(q-Q)^2/2C$. Minimizing

$$\frac12R|\omega||q_\omega|^2+\frac{1}{2C}|q_\omega-Q_\omega|^2$$

over $q_\omega$ gives $q_\omega=Q_\omega/(1+|\omega|\tau)$. For a Gaussian variable this is the same as integrating it out. Inserting the minimum, we obtain

$$S=\frac12\int\frac{d\omega}{2\pi}R_t(\omega)|\omega||Q_\omega|^2+\int ds\,\lambda\cos2\pi Q(s),$$

$$R_t(\omega)=2\pi+\frac{R}{1+|\omega|\tau},$$

with $s$ the imaginary time. For $|\omega|\tau\ll1$ the kernel is $2\pi+R$. It equals the Luttinger kernel $2\pi/K$ if

$$\boxed{K=\frac{2\pi}{2\pi+R}=\frac{1}{1+Re^2/h}}$$

No expansion in $\lambda$ was made. The two models differ at frequencies above $1/\tau$. These fast fluctuations affect the effective impurity strength, so the liquid's $\lambda$ is not the bare one, but the low-frequency kernel is the same.

The liquid must be infinite and homogeneous. In a finite wire with free-electron leads, the leads set the impedance at frequencies well below the inverse transit time, and the kernel approaches $2\pi$ as the frequency goes to zero.

## Which conductance is mapped

Apply a voltage $V$ to the whole circuit. The mean equations of motion for $q$ and $Q$ are

$$V-R\langle\dot q\rangle-\frac{\langle q-Q\rangle}{C}=0,\qquad \frac{\langle q-Q\rangle}{C}-2\pi\langle\dot Q\rangle-\langle\partial_QU\rangle=0 .$$

In the steady state both currents equal $I$. Adding the equations gives

$$V=(2\pi+R)I+V_{\rm imp},\qquad V_{\rm imp}=\langle\partial_QU\rangle .$$

Without a scatterer $I=KV/2\pi$. So the conductance of the infinite liquid corresponds to that of the complete circuit. The voltage on the conductor alone is $V_c=V-RI$, and its conductance is $G_c=I/V_c$.

## Weak backscattering

For small $\lambda$, write $Q=It+\delta Q$. The scatterer is then a drive of frequency $2\pi I$. The power it delivers is $\langle\partial_tU\rangle=I\langle\partial_QU\rangle=IV_{\rm imp}$. It is also $2\pi I$ times the net rate $\Gamma$ of absorbed quanta, hence

$$V_{\rm imp}=2\pi\Gamma .$$

With $\varepsilon=2\pi I$, the golden rule gives the absorption rate

$$\Gamma_+(\varepsilon)=\frac{\lambda^2}{4}\int dt\,e^{i\varepsilon t}F(t),\qquad F(t)=\langle e^{2\pi i\delta Q(t)}e^{-2\pi i\delta Q(0)}\rangle .$$

Detailed balance gives emission as $e^{-\varepsilon/T}\Gamma_+$. In linear response $\Gamma=(\varepsilon/T)\Gamma_+(0)$. The function $F$ is analytic for $-1/T<{\rm Im}\,t<0$, so the time integral may be taken along $t-i/2T$.

For Gaussian fluctuations, $\ln F(t)=4\pi^2[\langle\delta Q(t)\delta Q(0)\rangle-\langle\delta Q^2\rangle]$. The response function follows from the kernel by $|\omega|\to-i\omega$: it is $\chi=1/[-i\omega R_t]$, with ${\rm Im}\,\chi={\rm Re}(1/R_t)/\omega$. The fluctuation-dissipation theorem states

$$\langle\delta Q(t)\delta Q(0)\rangle=\int_{-\infty}^{\infty}\frac{d\omega}{\pi}\,\frac{{\rm Im}\,\chi(\omega)\,e^{-i\omega t}}{1-e^{-\omega/T}} .$$

The shift of $t$ multiplies the integrand by $e^{-\omega/2T}$, which turns the thermal factor into $1/[2\sinh(\omega/2T)]$. Combining positive and negative frequencies,

$$\ln F(t-\tfrac{i}{2T})=2\int_0^\infty\frac{d\omega}{\omega}\,{\rm Re}\frac{2\pi}{R_t}\left[\frac{\cos\omega t}{\sinh(\omega/2T)}-\coth\frac{\omega}{2T}\right].$$

The environment enters through

$$\frac{2\pi}{R_t}=\frac{1-i\omega\tau}{1+r-i\omega\tau}=1-\frac{r}{1+r-i\omega\tau},$$

$${\rm Re}\frac{2\pi}{R_t}=1-\frac{r(1+r)}{(1+r)^2+\omega^2\tau^2}=1-\frac{1-K}{1+\omega^2(K\tau)^2},$$

since $r/(1+r)=1-K$. The leading 1 is the free channel. Its time dependence follows from

$$\frac{d}{dt}\,2\int_0^\infty\frac{d\omega}{\omega}\frac{\cos\omega t-1}{\sinh(\omega/2T)}=-2\int_0^\infty d\omega\frac{\sin\omega t}{\sinh(\omega/2T)}=-2\pi T\tanh(\pi Tt).$$

The last integral results from expanding $1/\sinh$ in exponentials and summing the partial fractions of $\tanh$. Integration over $t$ gives $-2\ln\cosh(\pi Tt)$, so the free factor is proportional to ${\rm sech}^2(\pi Tt)$.

The rest is collected in

$$j_{\tau'}(t)=2\int_0^\infty\frac{d\omega}{\omega(1+\omega^2\tau'^2)}\left[\frac{\cos\omega t}{\sinh(\omega/2T)}-\coth\frac{\omega}{2T}\right].$$

Because $\int dt\,{\rm sech}^2(\pi Tt)=2/\pi T$, the environment multiplies the free rate by

$$\Lambda(a,\tau')=\frac{\pi T}{2}\int_{-\infty}^{\infty}dt\,{\rm sech}^2(\pi Tt)\,e^{a j_{\tau'}(t)},$$

$$\Lambda_b=\Lambda(K-1,K\tau).$$

The free rate is fixed by the bare reflection probability $R_0\ll1$. With $R=0$, $I=(1-R_0)V/2\pi$, so $V_{\rm imp}=V-2\pi I=2\pi R_0I$ to first order. With the environment $V_{\rm imp}=2\pi R_0\Lambda_bI$. Subtracting $RI$ from the circuit voltage,

$$V_c=2\pi I(1+R_0\Lambda_b),\qquad G_c=\frac{1-R_0\Lambda_b}{2\pi}.$$

For the whole circuit, $V=(2\pi/K)I(1+KR_0\Lambda_b)$ and

$$G_{\rm circuit}=\frac{K}{2\pi}(1-KR_0\Lambda_b).$$

These are first-order results in $R_0\Lambda_b$.

## The tunnelling limit

For a strong scatterer, $Q$ rests in a minimum of the cosine and occasionally moves by one. In imaginary time, a jump at $0$ and its reverse at $s$ have $|Q_\omega|^2=2(1-\cos\omega s)/\omega^2$. At $T=0$ their action is

$$S(s)=2\int_0^\infty\frac{d\omega}{\omega}\,\frac{R_t}{2\pi}(1-\cos\omega s).$$

For weak backscattering the propagator $1/(R_t|\omega|)$ gives

$$-\ln F(-is)=2\int_0^\infty\frac{d\omega}{\omega}\,\frac{2\pi}{R_t}(1-\cos\omega s).$$

The two limits are related by inverting $R_t/2\pi$. The detailed shape of a fast jump changes the bare tunnelling amplitude. Continuing to real frequency as before,

$${\rm Re}\frac{R_t}{2\pi}=1+\frac{r}{1+\omega^2\tau^2},$$

so that, with $r=1/K-1$,

$$\Lambda_t=\Lambda(1/K-1,\tau).$$

If the bare transmission is $T_0\ll1$, the resistor's voltage drop is of higher order in $T_0$. Each event therefore releases energy $V$, and

$$G_c=\frac{T_0\Lambda_t}{2\pi}.$$

The same function, with exponents of opposite sign, suppresses transmission near pinch-off and enhances reflection near full opening.

## Low temperature: the Kane-Fisher exponents

Use $\coth x-1/\sinh x=\tanh(x/2)$ to separate the constant part of $j$:

$$j_{\tau'}(t)=2\int_0^\infty\frac{d\omega}{\omega}\frac{\cos\omega t-1}{(1+\omega^2\tau'^2)\sinh(\omega/2T)}-2\ell,$$

$$\ell=\int_0^\infty\frac{d\omega}{\omega}\frac{\tanh(\omega/4T)}{1+\omega^2\tau'^2}.$$

Expand $\tanh(\omega/4T)=8T\omega\sum_{n\ge0}(\omega^2+\nu_n^2)^{-1}$ with $\nu_n=2\pi T(2n+1)$. Each frequency integral equals $\pi/[2\nu_n(1+\nu_n\tau')]$. Setting $c=1/(4\pi T\tau')$ and splitting into partial fractions,

$$\ell=\sum_{n\ge0}\left[\frac{1}{n+\frac12}-\frac{1}{n+\frac12+c}\right]=\psi(\tfrac12+c)-\psi(\tfrac12),$$

where $\psi$ is the digamma function. For $T\tau'\ll1$, $\psi(\frac12+c)\simeq\ln c$. With $\psi(\frac12)=-\gamma-2\ln2$ and $\gamma$ Euler's constant,

$$\ell\simeq\ln\frac{e^\gamma}{\pi T\tau'} .$$

In the time-dependent part the factor $1/\sinh$ restricts $\omega$ to order $T$, so $\omega\tau'$ can be dropped. This leaves $-2\ln\cosh(\pi Tt)$. The substitution $z=\tanh(\pi Tt)$ turns the remaining time integral into a beta function, and

$$\Lambda\simeq\frac{\sqrt\pi\,\Gamma(1+a)}{2\Gamma(\frac32+a)}\left(\pi T\tau'e^{-\gamma}\right)^{2a}.$$

Therefore

$$\text{transmission near pinch-off}\propto T^{2/K-2}=T^{2r},$$

$$\text{reflection near full opening}\propto T^{2K-2}.$$

The blockade exponent $2r$ is thus the Luttinger tunnelling exponent. Probabilities are squares of amplitudes. With $l=\ln(1/T)$, the effective backscattering amplitude $\lambda$ and tunnelling amplitude $t_{\rm tun}$ obey

$$\frac{d\lambda}{dl}=(1-K)\lambda,\qquad \frac{dt_{\rm tun}}{dl}=\left(1-\frac1K\right)t_{\rm tun}.$$

This is the Kane-Fisher flow near its two ends. For $R>0$, backscattering grows and tunnelling shrinks on cooling. Both ends point towards an insulating conductor, although two end-point expansions do not by themselves describe the crossover between them.

## High temperature: the onset of blockade

For $T\tau'\gg1$ we have $c\ll1$ and $\ell\simeq c\,\psi'(\frac12)=\pi/(8T\tau')$. The factor $1/(1+\omega^2\tau'^2)$ selects frequencies well below $T$, where $(\cos\omega t-1)/\sinh(\omega/2T)\simeq-T\omega t^2$. Hence

$$j_{\tau'}(t)\simeq-\frac{\pi Tt^2}{\tau'}-\frac{\pi}{4T\tau'} .$$

The mean of $t^2$ with weight $(\pi T/2){\rm sech}^2(\pi Tt)$ is $1/12T^2$. Expanding the exponential in $\Lambda$ gives

$$\Lambda\simeq1-\frac{\pi a}{3T\tau'}.$$

For tunnelling, $a/\tau'=r/\tau=1/(2\pi C)$. For backscattering, $a/\tau'=(K-1)/(K\tau)=-r/\tau$. With $E_C=1/(2C)=e^2/2C$,

$$\Lambda_t\simeq1-\frac{E_C}{3T},\qquad \Lambda_b\simeq1+\frac{E_C}{3T}.$$

At this order $R$ has cancelled. The expansion needs both $T\tau'\gg1$ and $E_C\ll T$. In that range the capacitor alone sets the first sign of the blockade, while the resistor sets its low-temperature exponent. Since $E_C=\pi r/\tau$, a small $r$ allows $E_C\ll T$ with $T\tau<1$, and the shift is then smaller than $E_C/3T$: for $r=0.02$ at $T=5E_C$ the tunnelling shift is about 0.64 of it. For the device below, at 1 K, it is 0.86 of it.

## A point contact with an on-chip resistor

Take $R=10$ kΩ and $C=2$ fF. With $h/e^2=25.81$ kΩ,

$$r=\frac{10}{25.81}=0.387,\qquad K=\frac{1}{1.387}=0.721 .$$

The crossover energy $\hbar/RC$ is $3.29\times10^{-5}$ eV, equivalent to 0.382 K. The exponents are $2/K-2=0.775$ for transmission and $2K-2=-0.558$ for reflection. The factors below come from numerical quadrature of $\Lambda$; the low-temperature formula is in brackets.

| $T$ (K) | $\Lambda_t$ | $\Lambda_b$ |
|---|---|---|
| 0.20 | 0.565 (0.773) | 1.739 (1.543) |
| 0.10 | 0.396 (0.452) | 2.367 (2.272) |
| 0.05 | 0.253 (0.264) | 3.386 (3.346) |
| 0.02 | 0.129 (0.130) | 5.593 (5.582) |

At 0.20 K the power law overestimates $\Lambda_t$ by 37% of its full value; at 0.02 K the excess is below 1%. Between 0.05 and 0.02 K the apparent transmission exponent is $\ln(0.2527/0.1288)/\ln2.5=0.74$, still a little below 0.775.

Consider two settings of the contact, with $R$ and $C$ fixed. Near pinch-off let $T_0=0.02$. At 0.02 K,

$$G_c=0.02\times0.129\,\frac{e^2}{h}=0.0026\,\frac{e^2}{h}.$$

At 0.20 K it is $0.0113\,e^2/h$. Near full opening let $R_0=0.02$. At 0.02 K,

$$G_c=(1-0.02\times5.593)\frac{e^2}{h}=0.89\,\frac{e^2}{h},$$

$$G_{\rm circuit}=0.721(1-0.721\times0.112)\frac{e^2}{h}=0.66\,\frac{e^2}{h}.$$

Most of the circuit's departure from $e^2/h$ is the ordinary series resistance; bare scattering without blockade ($\Lambda_b=1$) would lower its conductance from 0.72 to 0.71, and the blockade lowers it further to 0.66. The first-order reflection is now 0.112, so omitted terms may be about a tenth of it, which is enough to move the second digit: leaving the denominators unexpanded gives $G_c=1/(1+0.112)=0.90$ and $G_{\rm circuit}=1/(1.387+0.112)=0.67$ in units of $e^2/h$. Extrapolating the reflection power law to $R_0\Lambda_b=1$ gives about $4\times10^{-4}$ K. This estimates where weak backscattering has failed completely.

## What a real device changes

These values are meant for a GaAs/AlGaAs point contact in a strong magnetic field with a thin-film resistor; they are rough, not data for one device. I take 5 T, effective mass $0.067\,m_e$ and saddle energies $\hbar\omega_x=2\times10^{-3}$ eV along the current and $\hbar\omega_y=4\times10^{-3}$ eV across it. With cyclotron frequency $\omega_c$, motion proportional to $e^{\kappa t}$ on the saddle obeys

$$\kappa^4+(\omega_c^2+\omega_y^2-\omega_x^2)\kappa^2-\omega_x^2\omega_y^2=0 .$$

The transmission is $[1+e^{-2\pi\delta E/\hbar\kappa}]^{-1}$, where $\delta E$ is the energy above the saddle threshold, and $\hbar\kappa/2=4.3\times10^{-4}$ eV. Across an energy $\hbar/RC$, the logarithm of a small $T_0$ or $R_0$ changes by 0.24. The small bare probability thus varies by roughly a quarter across that energy, which the model neglects; this is a scale, not a calculated correction to $G_c$.

The single-channel assumption is more delicate. For an exchange-enhanced $g$ factor of 5, a rough value, the spin splitting is $1.45\times10^{-3}$ eV. When the first spin transmits 0.98, the second transmits 0.0012. With the bare value 0.44, the second would transmit 0.95, and the one-channel mapping would not apply. The field alone does not guarantee one channel; the splitting must be several times $\hbar\kappa/2$. If it were only equal to $\hbar\kappa/2$, the second spin would still transmit 0.68 when the first transmits 0.98.
